**Generalized Mulliken-Hush, Boys and block-diagonal couplings in a two-state model**

The generalized Mulliken-Hush (GMH) coupling is $|H_{ab}|=\Delta E\,|t|/\sqrt{d^2+4t^2}$, where $\Delta E$ is the adiabatic energy gap, and $d$ and $t$ are the dipole difference and transition dipole projected on a chosen direction. The program asserts this formula against direct diagonalization of the projected dipole for one electron in donor, acceptor and bridge wells. It asserts the Boys formula, and its equivalence to GMH along the direction of largest dipole gap, against a numerical search. Block diagonalization is compared with an iterated decoupling equation, and its minimum property is sampled with random block rotations. At resonance, the output shows 0.017610 hartree for GMH along the donor-acceptor axis, Boys and block diagonalization, but zero for GMH projected on the adiabatic dipole difference. Away from resonance, GMH along the axis and block diagonalization differ by up to about 1%, as the residual transition dipole of the block-diagonal states predicts. At an extra acceptor depth of 0.05 hartree, the GMH states retain about 0.7% of the adiabatic derivative coupling with respect to that depth.

## Program and output

```python
"""Generalized Mulliken-Hush (GMH) coupling of two adiabatic states:
    |H_ab| = (E2-E1) |t| / sqrt(d^2 + 4 t^2),
d = (mu11-mu22).n, t = mu12.n, n = unit vector of the dipole projection.
Boys localization is GMH along the n with the largest dipole eigenvalue gap.
Block diagonalization (BD) takes the pair nearest to reference states.
Model: one electron in a plane, donor, acceptor and bridge Gaussian wells.
Atomic units; the electron dipole is mu = -r. D = mu11-mu22, T = mu12.
"""
import numpy as np
from scipy.linalg import eigh, solve_sylvester, sqrtm
from scipy.optimize import minimize_scalar
from scipy.constants import physical_constants

HARTREE_MEV = 1000 * physical_constants["Hartree energy in eV"][0]
DONOR, ACCEPTOR, BRIDGE = (-2.5, 0.0), (2.5, 0.0), (0.0, 1.5)
DEPTH, BRIDGE_DEPTH, WIDTH = 2.0, 1.0, 1.0
EXTRA_DEPTHS = (0.0, 0.05, 0.10, 0.20)


class Grid:
    """Sinc-function grid for one particle in a plane."""

    def __init__(self, step, nx, ny):
        xs = step * np.arange(-nx, nx + 1)
        ys = step * np.arange(-ny, ny + 1)
        self.x = np.repeat(xs, len(ys))
        self.y = np.tile(ys, len(xs))
        self.kinetic = (np.kron(self.kin1d(len(xs), step), np.eye(len(ys)))
                        + np.kron(np.eye(len(xs)), self.kin1d(len(ys), step)))

    @staticmethod
    def kin1d(n, step):
        k = np.subtract.outer(np.arange(n), np.arange(n))
        safe = np.where(k == 0, 1, k)
        sign = np.where(k % 2 == 0, 1.0, -1.0)
        return np.where(k == 0, np.pi**2 / 6, sign / safe**2) / step**2

    def gauss(self, center):
        r2 = (self.x - center[0])**2 + (self.y - center[1])**2
        return np.exp(-r2 / (2 * WIDTH**2))

    def solve(self, potential, count):
        h = self.kinetic + np.diag(potential)
        return eigh(h, subset_by_index=[0, count - 1])

    def dipoles(self, psi):
        return np.array([-(psi.T * q) @ psi for q in (self.x, self.y)])

    def adiabats(self, extra):
        v = -(DEPTH * self.gauss(DONOR)
              + (DEPTH + extra) * self.gauss(ACCEPTOR)
              + BRIDGE_DEPTH * self.gauss(BRIDGE))
        e, psi = self.solve(v, 3)
        pair = psi[:, :2].copy()
        pair[:, 0] *= np.sign(pair[:, 0].sum())
        if self.dipoles(pair)[0, 0, 1] < 0:
            pair[:, 1] *= -1
        return e, pair, self.dipoles(pair)


def difference_and_transition(mu):
    return mu[:, 0, 0] - mu[:, 1, 1], mu[:, 0, 1]


def gmh_formula(gap, mu, n):
    diff, trans = difference_and_transition(mu)
    d, t = diff @ n, trans @ n
    return gap * abs(t) / np.hypot(d, 2 * t)


def gmh_by_diagonalization(energies, mu, n):
    _, u = np.linalg.eigh(np.tensordot(n, mu, axes=1))
    return abs((u.T @ np.diag(energies) @ u)[0, 1])


def boys_formula(gap, mu):
    diff, trans = difference_and_transition(mu)
    p, q = diff @ diff - 4 * trans @ trans, 4 * diff @ trans
    return gap / 2 * np.sqrt(max(0.0, (1 - p / np.hypot(p, q)) / 2))


def boys_direction(mu):
    diff, trans = difference_and_transition(mu)
    tensor = np.outer(diff, diff) + 4 * np.outer(trans, trans)
    n = np.linalg.eigh(tensor)[1][:, -1]
    return n if n[0] > 0 else -n


def boys_by_search(energies, mu):
    def rotation(angle):
        c, s = np.cos(angle), np.sin(angle)
        return np.array([[c, -s], [s, c]])

    def cost(angle):
        u = rotation(angle)
        rotated = np.array([u.T @ m @ u for m in mu])
        return -np.sum(rotated[:, 0, 0]**2 + rotated[:, 1, 1]**2)

    angles = np.linspace(0, np.pi / 2, 181)
    best = angles[np.argmin([cost(a) for a in angles])]
    res = minimize_scalar(cost, bounds=(best - 0.02, best + 0.02),
                          method="bounded", options={"xatol": 1e-10})
    u = rotation(res.x)
    return abs((u.T @ np.diag(energies) @ u)[0, 1])


def nearest_rotation(states, references):
    u, _, vt = np.linalg.svd(states.T @ references)
    return u @ vt


# Boys closed form and Boys direction against a search, random 3D dipoles
rng = np.random.default_rng(7)
for _ in range(40):
    mu = rng.normal(size=(3, 2, 2))
    mu = mu + mu.transpose(0, 2, 1)
    e = np.array([0.0, 1.0])
    found = boys_by_search(e, mu)
    # a flat maximum limits the searched angle to about 1e-7
    assert abs(found - boys_formula(1.0, mu)) < 1e-5
    assert abs(found - gmh_by_diagonalization(e, mu, boys_direction(mu))) < 1e-5

# Parallel D and T: Boys must agree with GMH along D
axis = np.array([1.0, 2.0, 2.0]) / 3
mu = axis[:, None, None] * np.array([[1.5, 0.7], [0.7, -0.4]])
assert abs(boys_by_search(e, mu) - gmh_formula(1.0, mu, axis)) < 1e-6

# Block diagonalization of a six-state matrix by two different roads
h6 = 0.15 * rng.normal(size=(6, 6))
h6 = (h6 + h6.T) / 2 + np.diag([0.0, 0.1, 2.0, 2.5, 3.0, 3.5])
vec = np.linalg.eigh(h6)[1]
unit = np.eye(6)
low, high = vec[:, :2], vec[:, 2:]
full = np.hstack([low @ nearest_rotation(low, unit[:, :2]),
                  high @ nearest_rotation(high, unit[:, 2:])])
blocked = full.T @ h6 @ full
assert np.abs(blocked[:2, 2:]).max() < 1e-12
x = np.zeros((4, 2))
for _ in range(200):
    x = solve_sylvester(h6[2:, 2:], -h6[:2, :2],
                        -h6[2:, :2] + x @ h6[:2, 2:] @ x)
root = np.real(sqrtm(np.eye(2) + x.T @ x))
h_decoupled = root @ (h6[:2, :2] + h6[:2, 2:] @ x) @ np.linalg.inv(root)
assert np.abs(h_decoupled - blocked[:2, :2]).max() < 1e-10
least = np.linalg.norm(full - unit)
for trial in range(2000):
    size = 10.0 ** rng.uniform(-3, 1)
    mix = np.zeros((6, 6))
    for part in (slice(0, 2), slice(2, 6)):
        n = part.stop - part.start
        q, r = np.linalg.qr(np.eye(n) + size * rng.normal(size=(n, n)))
        mix[part, part] = q * np.sign(np.diag(r))
    assert np.linalg.norm(full @ mix - unit) >= least - 1e-12

# Worked example
grid = Grid(0.5, 18, 14)
x_axis = np.array([1.0, 0.0])
print(f"well centres x: donor {DONOR[0]}, acceptor {ACCEPTOR[0]} bohr")
print(f"bridge centre: x {BRIDGE[0]}, y {BRIDGE[1]} bohr")
print(f"depths: donor {DEPTH}, bridge {BRIDGE_DEPTH} hartree")
print(f"Gaussian width parameter of every well: {WIDTH} bohr")
print(f"grid step 0.5 bohr, points: {len(grid.x)}")
donor_state = grid.solve(-DEPTH * grid.gauss(DONOR), 1)[1][:, 0]
saved = {}
for extra in EXTRA_DEPTHS:
    e, psi, mu = grid.adiabats(extra)
    gap = e[1] - e[0]
    D, T = difference_and_transition(mu)
    along_d = D / np.linalg.norm(D)
    n_boys = boys_direction(mu)
    h_x = gmh_by_diagonalization(e[:2], mu, x_axis)
    h_d = gmh_by_diagonalization(e[:2], mu, along_d)
    h_boys = boys_by_search(e[:2], mu)
    assert abs(h_x - gmh_formula(gap, mu, x_axis)) < 1e-10
    assert abs(h_d - gmh_formula(gap, mu, along_d)) < 1e-10
    assert abs(h_boys - boys_formula(gap, mu)) < 1e-7
    assert abs(h_boys - gmh_formula(gap, mu, n_boys)) < 1e-7

    acc = grid.solve(-(DEPTH + extra) * grid.gauss(ACCEPTOR), 1)[1][:, 0]
    raw = np.column_stack([donor_state * np.sign(donor_state.sum()),
                           acc * np.sign(acc.sum())])
    u, _, vt = np.linalg.svd(raw, full_matrices=False)
    refs = u @ vt
    weights = np.linalg.svd(psi.T @ refs, compute_uv=False)**2
    m = nearest_rotation(psi, refs)
    h_bd = m.T @ np.diag(e[:2]) @ m
    mx = m.T @ mu[0] @ m
    g, delta = h_bd[0, 0] - h_bd[1, 1], mx[0, 0] - mx[1, 1]
    transfer = abs(h_bd[0, 1] * delta - g * mx[0, 1])
    transfer /= np.hypot(delta, 2 * mx[0, 1])
    assert abs(transfer - h_x) < 1e-10
    first = -np.sign(h_bd[0, 1]) * g * mx[0, 1] / delta
    actual = h_x - abs(h_bd[0, 1])
    ratio = mx[0, 1] / delta
    assert abs(actual - first) <= 2 * (h_x + abs(first)) * 2 * ratio**2 + 1e-10
    if extra == 0.0:
        assert np.linalg.norm(D) > 1e-3 and h_d < 1e-7
        for value in (h_x, h_boys, abs(h_bd[0, 1])):
            assert abs(value - gap / 2) < 1e-7
    saved[extra] = (e, h_x, h_boys)

    tilt = np.degrees(np.arctan2(n_boys[1], n_boys[0]))
    dx = 0.0 if abs(D[0]) < 1e-8 else D[0]
    ty = 0.0 if abs(T[1]) < 1e-8 else T[1]
    print(f"--- extra acceptor depth {extra:.2f} hartree")
    print(f"E1 {e[0]:.6f}, E2 {e[1]:.6f}, E3 {e[2]:.6f} hartree")
    print(f"gap E2-E1 {gap:.6f} hartree")
    print(f"D=({dx:.4f}, {D[1]:.4f}), T=({T[0]:.4f}, {ty:.4f}) e*bohr")
    print(f"dipole gap along x {np.hypot(D[0], 2*T[0]):.4f} e*bohr; "
          f"Boys axis tilt {tilt:.3f} deg")
    print(f"|H_ab| GMH-x {h_x:.6f}, GMH-D {h_d:.6f} hartree")
    print(f"|H_ab| Boys {h_boys:.6f}, BD {abs(h_bd[0, 1]):.6f} hartree")
    print(f"BD: g {g:.6f} hartree, m_ab {mx[0, 1]:.5f}, "
          f"Delta {delta:.4f} e*bohr")
    print(f"GMH-x minus BD: {actual:.3e}, first order {first:.3e} hartree")
    print(f"smallest reference weight in adiabatic pair {weights.min():.4f}")

# Finer and larger grid
e_fine, _, mu_fine = Grid(0.4, 25, 18).adiabats(0.05)
h_fine = gmh_formula(e_fine[1] - e_fine[0], mu_fine, x_axis)
change_e = np.abs(e_fine[:2] - saved[0.05][0][:2]).max()
change_h = abs(h_fine - saved[0.05][1])
assert change_e < 1e-4 and change_h < 1e-5
print("--- checks and derivative at extra depth 0.05 hartree")
print(f"finer grid changes: E {change_e:.1e}, GMH-x {change_h:.1e} hartree")
print(f"Boys coupling converted: {saved[0.05][2] * HARTREE_MEV:.2f} meV")


# Derivative coupling with respect to the extra acceptor depth
def gmh_states(extra):
    e, psi, mu = grid.adiabats(extra)
    theta = 0.5 * np.arctan2(2 * mu[0, 0, 1], mu[0, 0, 0] - mu[0, 1, 1])
    a = np.cos(theta) * psi[:, 0] + np.sin(theta) * psi[:, 1]
    b = -np.sin(theta) * psi[:, 0] + np.cos(theta) * psi[:, 1]
    return e, psi, theta, a, b


shift = 2e-4
e, psi, theta, a, b = gmh_states(0.05)
plus, minus = gmh_states(0.05 + shift), gmh_states(0.05 - shift)
force = -psi[:, 0] @ (grid.gauss(ACCEPTOR) * psi[:, 1])
coupling = force / (e[1] - e[0])
angle_rate = (plus[2] - minus[2]) / (2 * shift)
residual = a @ (plus[4] - minus[4]) / (2 * shift)
assert abs(coupling - angle_rate - residual) < 1e-4 * abs(coupling)
assert abs(residual) < 0.1 * abs(coupling)
print(f"GMH-x mixing angle {np.degrees(theta):.3f} deg")
print(f"adiabatic derivative coupling {coupling:.5f} per hartree")
print(f"mixing-angle derivative {angle_rate:.5f} per hartree")
print(f"residual GMH derivative coupling {residual:.5f} per hartree")
print("done: every assertion held")
```

Printed output:

```
well centres x: donor -2.5, acceptor 2.5 bohr
bridge centre: x 0.0, y 1.5 bohr
depths: donor 2.0, bridge 1.0 hartree
Gaussian width parameter of every well: 1.0 bohr
grid step 0.5 bohr, points: 1073
--- extra acceptor depth 0.00 hartree
E1 -0.919191, E2 -0.883971, E3 -0.388213 hartree
gap E2-E1 0.035220 hartree
D=(0.0000, -0.0703), T=(2.3282, 0.0000) e*bohr
dipole gap along x 4.6564 e*bohr; Boys axis tilt -0.000 deg
|H_ab| GMH-x 0.017610, GMH-D 0.000000 hartree
|H_ab| Boys 0.017610, BD 0.017610 hartree
BD: g 0.000000 hartree, m_ab -0.00000, Delta 4.6564 e*bohr
GMH-x minus BD: 1.353e-16, first order -2.444e-30 hartree
smallest reference weight in adiabatic pair 0.9665
--- extra acceptor depth 0.05 hartree
E1 -0.940068, E2 -0.894174, E3 -0.393919 hartree
gap E2-E1 0.045893 hartree
D=(-3.1298, -0.0443), T=(1.7313, -0.0251) e*bohr
dipole gap along x 4.6674 e*bohr; Boys axis tilt -0.092 deg
|H_ab| GMH-x 0.017023, GMH-D 0.017020 hartree
|H_ab| Boys 0.017024, BD 0.017010 hartree
BD: g 0.030802 hartree, m_ab 0.00194, Delta 4.6674 e*bohr
GMH-x minus BD: 1.282e-05, first order 1.282e-05 hartree
smallest reference weight in adiabatic pair 0.9681
--- extra acceptor depth 0.10 hartree
E1 -0.967896, E2 -0.897749, E3 -0.399795 hartree
gap E2-E1 0.070147 hartree
D=(-4.1259, -0.0173), T=(1.1012, -0.0312) e*bohr
dipole gap along x 4.6769 e*bohr; Boys axis tilt -0.173 deg
|H_ab| GMH-x 0.016517, GMH-D 0.016515 hartree
|H_ab| Boys 0.016518, BD 0.016468 hartree
BD: g 0.061935 hartree, m_ab 0.00370, Delta 4.6769 e*bohr
GMH-x minus BD: 4.893e-05, first order 4.895e-05 hartree
smallest reference weight in adiabatic pair 0.9694
--- extra acceptor depth 0.20 hartree
E1 -1.029125, E2 -0.900221, E3 -0.412183 hartree
gap E2-E1 0.128904 hartree
D=(-4.5507, 0.0107), T=(0.5720, -0.0310) e*bohr
dipole gap along x 4.6923 e*bohr; Boys axis tilt -0.312 deg
|H_ab| GMH-x 0.015713, GMH-D 0.015715 hartree
|H_ab| Boys 0.015717, BD 0.015533 hartree
BD: g 0.125105 hartree, m_ab 0.00677, Delta 4.6922 e*bohr
GMH-x minus BD: 1.805e-04, first order 1.806e-04 hartree
smallest reference weight in adiabatic pair 0.9713
--- checks and derivative at extra depth 0.05 hartree
finer grid changes: E 1.6e-08, GMH-x 1.3e-09 hartree
Boys coupling converted: 463.23 meV
GMH-x mixing angle 66.055 deg
adiabatic derivative coupling 5.19653 per hartree
mixing-angle derivative 5.16153 per hartree
residual GMH derivative coupling 0.03500 per hartree
done: every assertion held
```
